Valence admixture and expectation values of a confined two-band conduction state

**Q.** An electron in a quantum well sits in the conduction band. I solve for its envelope, normalise it to one, and take averages. Why should the valence band enter?

**A.** Because momentum couples the bands, and confinement supplies momentum. Let u_c and u_v be the orthonormal band-edge Bloch functions, and write

ψ = f_c(z) u_c + f_v(z) u_v

with envelopes that vary slowly over a unit cell. I use Hartree atomic units and p = −i d/dz. The in-plane momentum is zero, the interband velocity P is real and uniform, and the free-electron kinetic term and remote bands are dropped. The envelopes then obey

E_c f_c + P p f_v = E f_c  (1)
P p f_c + E_v f_v = E f_v  (2)

where the band edges E_c(z) and E_v(z) include any electrostatic potential. Equation (2) shows that f_v = 0 would require p f_c = 0, which no bound state satisfies.

**Q.** How is P related to the effective mass I would normally use?

**A.** Take constant edges and plane waves. Equation (2) gives f_v = Pk f_c/(E − E_v). Inserting this into (1) gives

(E − E_c)(E − E_v) = P²k².

Near the conduction edge E − E_v ≈ E_g, the gap, so E − E_c ≈ P²k²/E_g. Equating this to k²/(2m) gives the edge mass

m = E_g/(2P²).

**Q.** I can still eliminate f_v and keep a one-band equation. Does that not remove the valence band?

**A.** It removes the unknown, not the probability. Suppose E > E_v(z) everywhere. From (2),

f_v = P p f_c/(E − E_v),  (3)

and then (1) becomes

[E_c + p P²/(E − E_v) p] f_c = E f_c.  (4)

This is a one-band equation with mass m(E,z) = (E − E_v)/(2P²). At an interface with finite band edges, (1) and (2) make the derivatives of f_v and f_c finite, so both components are continuous. By (3), f_c′/m(E,z) is therefore continuous too.

The cell average of |ψ|² is |f_c|² + |f_v|², because u_c and u_v are orthonormal. The ratio of the two norms is

R = ∫|f_v|²dz / ∫|f_c|²dz = ∫P²|f_c′|²/(E − E_v)² dz / ∫|f_c|²dz.  (5)

The valence weight is w = R/(1 + R) and the conduction weight is 1 − w = 1/(1 + R). If f_c has been normalised to one by itself, both components must be divided by √(1 + R).

**Q.** Equation (4) knows nothing of f_v. Could its solution reveal the missing norm?

**A.** Yes, through its energy dependence. Replace E in the denominator of (4) by a parameter λ:

K(λ) = E_c + p P²/(λ − E_v) p,

with eigenvalue ε(λ) on the branch where ε(E) = E. The derivative of an eigenvalue is the mean of the derivative of its operator, so at λ = E

dε/dλ = −⟨f_c| p P²/(E − E_v)² p |f_c⟩/⟨f_c|f_c⟩ = −R.

The last equality follows from moving the left-hand p onto f_c; the boundary terms vanish for a bound state. Hence

1 − w = 1/(1 − dε/dλ).

**Q.** In bulk I can read the admixture from the energy. Is there an equally direct rule for a well?

**A.** There is, if each band edge is averaged in its own component. Multiply (1) by f_c* and (2) by f_v*, then integrate:

∫(E − E_c)|f_c|²dz = ⟨f_c|P p|f_v⟩,
∫(E − E_v)|f_v|²dz = ⟨f_v|P p|f_c⟩.

The right-hand sides are complex conjugates because p is Hermitian. The left-hand sides are real, so all four quantities are equal. Let ⟨…⟩_c and ⟨…⟩_v denote averages in the separately normalised components, and define

X = E − ⟨E_c⟩_c,  Y = E − ⟨E_v⟩_v.

With total norm one, the equality reads (1 − w)X = wY, so

w = X/(X + Y).  (6)

For uniform edges this becomes the bulk weight (E − E_c)/(2E − E_c − E_v). Since E > E_v everywhere, Y is positive, and (6) then makes X positive. If the lowest conduction edge also lies above the highest valence edge, Y − X = ⟨E_c⟩_c − ⟨E_v⟩_v is positive and w is below one half.

**Q.** Suppose the weight is 10 per cent. Can I correct an average by multiplying it by 0.9?

**A.** No. The valence component contributes its own average. For an operator diagonal in the bands, with slowly varying entries A_c(z) and A_v(z),

⟨A⟩ = (1 − w)⟨A_c⟩_c + w⟨A_v⟩_v.  (7)

If A is the same in both bands, the correction to the conduction-only average is

⟨A⟩ − ⟨A⟩_c = w(⟨A⟩_v − ⟨A⟩_c).  (8)

Its sign depends on where the valence density lies, and it vanishes if the two averages agree. An operator that varies within a cell can have interband elements, which (7) does not contain.

**Q.** Is the two-component average physical, or just bookkeeping?

**A.** Add ηA to the Hamiltonian. To first order in η the energy changes by η⟨A⟩, with the full mean (7). A rigid shift of the valence edge at fixed P has A_c = 0 and A_v = 1, so

dE/dE_v = w.

Raising the valence edge narrows the gap, lightens the edge mass and raises the confined level, in agreement with the positive sign.

**Q.** I would like a case in which all the integrals can be done.

**A.** Take a square well with |z| < a. Inside, E_c = 0 and E_v = −E_g. Outside, E_c = D_c and E_v = −E_g − D_v. For a bound state with 0 < E < D_c, define

P²k² = E(E + E_g),
P²κ² = (D_c − E)(E + E_g + D_v).

The second relation is the bulk dispersion with k² replaced by −κ². The ground state has even f_c:

f_c = cos kz inside, f_c = cos(ka) e^{−κ(|z|−a)} outside.

For real f_c, (3) gives f_v = −ig with g = P f_c′/(E − E_v). Continuity of g at z = a requires

−Pk sin(ka)/(E + E_g) = −Pκ cos(ka)/(E + E_g + D_v),

or

k tan(ka)/(E + E_g) = κ/(E + E_g + D_v).

The squared amplitude ratios of valence to conduction component are

t_w = P²k²/(E + E_g)² = E/(E + E_g),
t_b = P²κ²/(E + E_g + D_v)² = (D_c − E)/(E + E_g + D_v).

Inside, f_c² = (1 + cos 2kz)/2 and g² = t_w(1 − cos 2kz)/2. Each exponential tail contributes 1/(2κ) times its edge density. With S = sin(2ka)/(2k) and B = cos²(ka)/κ,

N_c = a + S + B,
N_v = t_w(a − S) + t_b B,  R = N_v/N_c.

The full barrier probability is (B + t_b B)/(N_c + N_v).

**Q.** And the spatial width?

**A.** Insert z² in the same integrals. Two integrations by parts give

J = ∫₀ᵃ z² cos(2kz)dz = a² sin(2ka)/(2k) + a cos(2ka)/(2k²) − sin(2ka)/(4k³).

For the two tails together, set z = a + s on the right and use symmetry:

Q_b = 2cos²(ka)∫₀^∞(a + s)²e^{−2κs}ds = cos²(ka)[a²/κ + a/κ² + 1/(2κ³)].

Therefore

⟨z²⟩ = [a³/3 + J + Q_b + t_w(a³/3 − J) + t_b Q_b]/(N_c + N_v).

For odd f_c = sin kz, the slopes at the interface change the matching condition to

k cot(ka)/(E + E_g) = −κ/(E + E_g + D_v).

In the integrals S and J change sign, and cos²(ka) becomes sin²(ka) in B and Q_b.

**Q.** Put in numbers. I suspect the correction is negligible.

**A.** Choose round model parameters: E_g = 0.020, D_c = 0.015 and D_v = 0.005 hartree, m = 0.030 and 2a = 150 bohr. Then P = √[0.020/(2 × 0.030)] = 0.57735. The ground state has E = 0.0029573 hartree, or 80.5 meV, with k = 0.014272 and κ = 0.031781 bohr⁻¹.

The amplitude ratios are

t_w = 0.0029573/0.0229573 = 0.1288,
t_b = 0.0120427/0.0279573 = 0.4308.

With ka = 1.0704, S = 29.50 and B = 7.24 bohr, so

N_c = 75 + 29.50 + 7.24 = 111.7 bohr,
N_v = 0.1288 × 45.50 + 0.4308 × 7.24 = 8.98 bohr.

Thus R = 0.0804 and w = 0.0804/1.0804 = 0.0744. The separately computed slope dε/dλ is −0.080381, as required.

**Q.** The bulk formula at this energy gives 0.114. Why is that so much larger?

**A.** It uses the well's band edges everywhere. In the confined state, the conduction component has probability 0.064825 in the barrier and the valence component has 0.347389. Hence

X = 0.0029573 − 0.015 × 0.064825 = 0.001985 hartree,
Y = 0.0229573 + 0.005 × 0.347389 = 0.024694 hartree,

and (6) gives w = 0.001985/0.026679 = 0.0744. Most of the reduction comes from X: the conduction tail samples a higher edge.

**Q.** A weight of 7 per cent still sounds like a 7 per cent error in averages.

**A.** For the barrier probability, (8) gives

0.064825 + 0.074401 × (0.347389 − 0.064825) = 0.085848.

The conduction-only value is 24 per cent below the full one. If both barrier edges are raised together, the computed energy response is also 0.085848. The energy therefore responds to the two-component probability.

The mean square position changes from 1756 bohr² for f_c alone to 2001 bohr² for the full state. The full root-mean-square width is 44.7 bohr, or 2.37 nm. Conduction-only normalisation makes ⟨z²⟩ 12 per cent too small relative to the full value.

**Q.** So the admixture pushes probability outward?

**A.** In this state, yes, because f_v follows the slope of f_c. Inside the well f_c is a cosine and f_v is a sine, which is zero at the centre. The next state reverses this arrangement: f_c is a sine and f_v is a cosine.

That state has E = 0.0095425 hartree and w = 0.164. Its full barrier probability is 0.2289, against 0.2365 from f_c alone. Its full ⟨z²⟩ is 3971 bohr², against 4272 bohr² from f_c alone. Although the admixture is larger than in the ground state, the correction to the barrier probability is smaller in magnitude, and both corrections have the opposite sign. This is not a rule for odd states: with the same band edges but 2a = 180 bohr, the barrier correction for the first odd state is positive.

**Q.** When the gap is large, surely I can return to an ordinary one-band wavefunction.

**A.** To first order in 1/E_g you can, provided the operators are transformed with the state. Let both bands feel one smooth potential, E_c = V and E_v = V − E_g, and hold m fixed. Then P² = E_g/(2m). Assume |E − V| ≪ E_g where the state has appreciable density. With T = p²/(2m), expansion of (4) gives

[T + V − E − (1/E_g)(ET − pVp/(2m))] f_c = 0.  (9)

To leading order f_v = (P/E_g)p f_c, so its norm is ⟨f_c|T|f_c⟩/E_g. Thus w → ⟨T⟩/E_g: the kinetic energy, not the level energy, sets the admixture in this limit.

The total norm is ⟨f_c|1 + T/E_g|f_c⟩. Define χ by

f_c = [1 − T/(2E_g)]χ.

The first-order terms −T/(2E_g), +T/E_g and −T/(2E_g) cancel, so χ has unit norm through this order.

**Q.** What equation does χ obey? I do not want a hidden energy-dependent Hamiltonian.

**A.** Insert f_c into (9) and multiply from the left by 1 − T/(2E_g). The leading part T + V − E acquires the correction

−[T(T + V − E) + (T + V − E)T]/(2E_g)
= −[T² + (TV + VT)/2 − ET]/E_g.

Its +ET/E_g cancels the −ET/E_g in (9). What remains is

H_eff = T + V − T²/E_g − [(TV + VT)/2 − pVp/(2m)]/E_g.

The last square bracket equals (p²V + Vp² − 2pVp)/(4m) = [p,[p,V]]/(4m). Since [p,V] = −iV′, the double commutator is −V″. Therefore

H_eff = T + V − T²/E_g + V″/(4mE_g).

I use this as a perturbation formula for slowly varying states; the −T² term is not a reliable high-momentum Hamiltonian.

**Q.** May I now average A with χ?

**A.** One term is still needed. Let A be the same in both bands. The conduction part gives A − (TA + AT)/(2E_g), and the valence part gives pAp/(2mE_g). The same commutator yields

A_eff = A + A″/(4mE_g).

For A = z², the operator correction is 2/(4mE_g) = 1/(2mE_g). The state also changes. Write χ = χ₀ + χ₁/E_g, where χ₀ is the parabolic state, H₀ = T + V, and W = −T² + V″/(4m). First-order perturbation theory gives

(H₀ − E₀)χ₁ = −(W − ⟨W⟩₀)χ₀, with ⟨χ₀|χ₁⟩ = 0,

and, for real functions,

⟨z²⟩ = ⟨z²⟩₀ + [2⟨χ₀|z²|χ₁⟩ + 1/(2m)]/E_g.

**Q.** Those two corrections could cancel. Do they?

**A.** Partly, in the Gaussian well V = −V₀ exp[−z²/(2ℓ²)] with V₀ = 0.010 hartree, ℓ = 60 bohr and m = 0.030. The state contributes −10.00 and the operator +16.67 bohr² hartree, a sum of 6.67. The large-gap limit extracted from full two-band solutions is also 6.67. Using the operator correction alone would overestimate the slope by a factor of 2.5.

At E_g = 0.040 hartree, the first-order result is

⟨z²⟩ = 2815.7 + 6.67/0.040 = 2982 bohr²,

while the two-band value is 3006 bohr². These ⟨z²⟩ values come from a grid of spacing 1.5 bohr and lie about 0.2 bohr² below the fine-grid limit. First order thus recovers 88 per cent of the shift from the parabolic value. For the weight it gives 0.0015463/0.040 = 0.0387, against 0.0401 in the two-band calculation, or about 4 per cent too little.

**Q.** Where would you stop trusting all this?

**A.** The large-gap formulas lose accuracy when |E − V|/E_g is no longer small. Equations (5)–(7) do not need that expansion, but (3) and (5) divide by E − E_v. Where the valence edge crosses E, (2) makes p f_c vanish as well, so f_v can stay finite although the quotient is undefined at that point. It is then safer to solve (1) and (2) for both components. All these formulas also assume a bound state; a uniform field of any strength, if it extends far enough, turns it into a resonance that leaks through the barrier into conduction states on the downhill side, and also into the valence band on the uphill side. The leak is exponentially small in weak fields, and for the ground state of the square well above the valence channel is by far the weaker of the two. They do not describe either leak.

A quantitative III-V calculation may also need spin-orbit-split valence bands, remote bands, strain and in-plane momentum. The numbers here are results of the two-band model, whose omissions are not measured by its numerical precision. The numerical output gives the remaining digits.

Table of computed values

```
Square well: gap = 0.020 hartree, edge mass = 0.030 m_e
width = 150.0 bohr = 7.938 nm
conduction offset = 0.015 hartree
valence offset = 0.005 hartree
interband velocity P = 0.577350 a.u.
State 1: energy = 0.0029573 hartree = 80.47 meV
  grid energy = 0.0029573 hartree
  k = 0.014272, kappa = 0.031781 bohr^-1
  norm ratio R = 0.080381, valence weight = 0.074401
  d epsilon/d lambda = -0.080381
  bulk weight at same E = 0.114118
  X = 0.0019850, Y = 0.0246943 hartree
  barrier probability: full = 0.085848
    conduction part alone = 0.064825, valence part alone = 0.347389
    energy response to barrier shift = 0.085848
  <z^2>: full = 2000.795 bohr^2
    conduction part alone = 1755.987, valence part alone = 5046.381 bohr^2
  rms width: full = 44.7302 bohr = 2.3670 nm
State 2: energy = 0.0095425 hartree = 259.66 meV
  grid energy = 0.0095425 hartree
  k = 0.029081, kappa = 0.023781 bohr^-1
  norm ratio R = 0.196592, valence weight = 0.164293
  d epsilon/d lambda = -0.196591
  bulk weight at same E = 0.244147
  X = 0.0059947, Y = 0.0304929 hartree
  barrier probability: full = 0.228894
    conduction part alone = 0.236523, valence part alone = 0.190085
    energy response to barrier shift = 0.228894
  <z^2>: full = 3971.424 bohr^2
    conduction part alone = 4271.713, valence part alone = 2443.944 bohr^2
  rms width: full = 63.0192 bohr = 3.3348 nm
Gaussian well: depth = 0.010 hartree, length = 60.0 bohr
  parabolic E = -0.0060588, <T> = 0.0015463 hartree
  parabolic <z^2> = 2815.679 bohr^2
  E slope in 1/Eg: theory = 1.645492e-06, two-band = 1.644523e-06 hartree^2
  weight times Eg, large-gap limit = 0.0015463 hartree
  z^2 slope: state = -9.9985, operator = 16.6667 bohr^2 hartree
  z^2 slope: sum = 6.6682, two-band = 6.6660 bohr^2 hartree
  finite gap = 0.040 hartree
  E: two-band = -0.0060155, first order = -0.0060177 hartree
  weight: two-band = 0.040122, first order = 0.038658
  <z^2>: two-band = 3005.901, first order = 2982.383 bohr^2
```
